# Coherent misfit strain and the suppression of the chemical spinodal: test program

```python
# Result under test: coherent misfit adds 2*eta^2*E/(1-nu) to the curvature
# of the free energy per volume, for zero-mean composition waves in an
# elastically isotropic body whose mean strain is free.
# eta = d ln(a)/dc, E = Young modulus, nu = Poisson ratio, Y = E/(1-nu),
# Omega = regular-solution energy, Vm = molar volume, kappa = gradient
# coefficient in kappa*|grad c|^2, c = atomic fraction.
import numpy as np
from scipy.constants import R
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

E, nu, eta = 120e9, 0.30, 0.03
Omega, Vm, kappa = 20e3, 1e-5, 1e-10
D_ref = 1e-20
Y = E / (1 - nu)
added = 2 * eta**2 * Y
lam = E * nu / ((1 + nu) * (1 - 2 * nu))
mu = E / (2 * (1 + nu))

# Three-dimensional periodic elasticity, solved from the Hooke tensor.
I3 = np.eye(3)
pair = np.einsum('ik,jl->ijkl', I3, I3) + np.einsum('il,jk->ijkl', I3, I3)
C_iso = lam * np.einsum('ij,kl->ijkl', I3, I3) + mu * pair
# Doubling only the cubic shear modulus C44 gives Zener ratio 2.
C_cubic = C_iso + mu * pair * (1 - I3)[:, :, None, None]
n3 = 7
freq = 2 * np.pi * np.fft.fftfreq(n3, 1 / n3)
kvec = np.stack(np.meshgrid(freq, freq, freq, indexing='ij'), axis=-1)


def energy_3d(dc, C, extra_u=None):
    """Mean elastic energy; extra_u is a trial displacement to add."""
    eig = eta * np.fft.fftn(dc)[..., None, None] * I3
    L = np.einsum('ijkl,...j,...l->...ik', C, kvec, kvec)
    L[0, 0, 0] = I3 * E
    force = np.einsum('ijkl,...j,...kl->...i', C, kvec, eig)
    u = -1j * np.linalg.solve(L, force[..., None])[..., 0]
    if extra_u is not None:
        u = u + np.fft.fftn(extra_u, axes=(0, 1, 2))
    grad = 1j * np.einsum('...i,...j->...ij', kvec, u)
    strain = (grad + np.swapaxes(grad, -1, -2)) / 2
    e = np.fft.ifftn(strain - eig, axes=(0, 1, 2)).real
    return np.einsum('...ij,ijkl,...kl->...', e, C, e).mean() / 2


rng = np.random.default_rng(4)
field = rng.normal(size=(n3, n3, n3)) * 0.02
field -= field.mean()
W3 = energy_3d(field, C_iso)
curv3 = 2 * W3 / np.mean(field**2)
assert abs(curv3 / added - 1) < 1e-9
trial = rng.normal(size=(n3, n3, n3, 3)) * 1e-5
assert energy_3d(field, C_iso, trial) > W3
assert energy_3d(field, C_iso, -trial) > W3

grid = np.arange(n3) * 2 * np.pi / n3
X, Y_pos, Z = np.meshgrid(grid, grid, grid, indexing='ij')
w100, w111 = 0.02 * np.cos(X), 0.02 * np.cos(X + Y_pos + Z)
iso_ratio = energy_3d(w111, C_iso) / energy_3d(w100, C_iso)
cub_ratio = energy_3d(w111, C_cubic) / energy_3d(w100, C_cubic)
assert abs(iso_ratio - 1) < 1e-9
assert cub_ratio > 1.05

# Coherent layers: each normal strain is free, while the two in-plane
# strains are common to all layers and minimise the total energy.
n = 16
phase = 2 * np.pi * np.arange(n) / n
wave = np.cos(phase)
C_normal = lam * np.ones((3, 3)) + 2 * mu * np.eye(3)
B = np.zeros((n, 3, n + 2))
B[np.arange(n), 0, np.arange(n)] = 1
B[:, 1, n] = 1
B[:, 2, n + 1] = 1


def layers(free_strain, stiffness_factor=None):
    """Return mean elastic energy and trace of stress in every layer."""
    scale = np.ones(n) if stiffness_factor is None else stiffness_factor
    C = scale[:, None, None] * C_normal
    s = free_strain[:, None] * np.ones(3)
    CB = C @ B
    H = np.einsum('nap,naq->pq', B, CB)
    rhs = np.einsum('nap,na->p', CB, s)
    x = np.linalg.solve(H, rhs)
    e = B @ x - s
    stress = np.einsum('nab,nb->na', C, e)
    return np.mean(np.sum(stress * e, axis=1)) / 2, stress.sum(axis=1)


W_layer, trace = layers(eta * 0.01 * wave)
curv_layer = 2 * W_layer / np.mean((0.01 * wave)**2)
assert abs(curv_layer / added - 1) < 1e-9
assert np.allclose(-eta * trace, added * 0.01 * wave,
                   rtol=1e-8, atol=added * 1e-11)
W_uniform = layers(np.full(n, eta * 0.01))[0]
assert W_uniform < 1e-9 * W_layer


def variable_ratio(amplitude):
    """Elastic curvature ratio with variable modulus and misfit slope."""
    dc = amplitude * wave
    W = layers(eta * dc + 0.01 * dc**2, 1 + 0.8 * dc)[0]
    return 2 * W / np.mean(dc**2) / added


ratio_small, ratio_large = variable_ratio(0.01), variable_ratio(0.30)
assert abs(ratio_small - 1) < 1e-3
assert abs(ratio_large - 1) > 10 * abs(ratio_small - 1)


# Stability limits from the energy of a small finite composition wave.
def f_chem(c, T):
    mixing = c * np.log(c) + (1 - c) * np.log(1 - c)
    return (Omega * c * (1 - c) + R * T * mixing) / Vm


def wave_energy(c0, T, misfit):
    dc = 1e-3 * wave
    chemical = np.mean(f_chem(c0 + dc, T)) - f_chem(c0, T)
    return chemical + layers(misfit * dc)[0]


def T_limit(c, misfit):
    return 2 * c * (1 - c) * (Omega - misfit**2 * Y * Vm) / R


def c_limit(T, misfit):
    return (1 - np.sqrt(1 - T / T_limit(0.5, misfit))) / 2


for c0 in (0.3, 0.5):
    for m in (0.0, eta):
        root = brentq(lambda T: wave_energy(c0, T, m), 300, 2000)
        assert abs(root / T_limit(c0, m) - 1) < 1e-4
for m in (0.0, eta):
    root = brentq(lambda c: wave_energy(c, 1050, m), 0.05, 0.49)
    assert abs(root - c_limit(1050, m)) < 1e-4
eta_stop = np.sqrt(Omega / (Y * Vm))
assert wave_energy(0.5, 1.0, 1.01 * eta_stop) > 0
assert wave_energy(0.5, 1.0, 0.99 * eta_stop) < 0


# Nonlinear diffusion with stress taken from the layer solution.
def f_second(T, c=0.5):
    return (R * T / (c * (1 - c)) - 2 * Omega) / Vm


def mobility(T):
    return D_ref * 0.25 * Vm / (R * T)


def rate_formula(k, T, misfit):
    g = f_second(T) + 2 * misfit**2 * Y + 2 * kappa * k**2
    return -mobility(T) * k**2 * g


length, duration, amp0 = 10e-9, 5000.0, 1e-3
k1 = 2 * np.pi / length
k_all = k1 * np.fft.fftfreq(n, 1 / n)


def laplacian(v):
    return np.fft.ifft(-k_all**2 * np.fft.fft(v)).real


def simulate(T, misfit):
    def rhs(t, dc):
        c = 0.5 + dc
        chem = (Omega * (1 - 2 * c) + R * T * np.log(c / (1 - c))) / Vm
        elastic = -misfit * layers(misfit * dc)[1]
        potential = chem + elastic - 2 * kappa * laplacian(dc)
        return mobility(T) * laplacian(potential)
    sol = solve_ivp(rhs, (0, duration), amp0 * wave, method='BDF',
                    rtol=1e-7, atol=1e-10)
    assert sol.success
    amp = 2 * np.mean(sol.y[:, -1] * wave)
    return amp, np.log(amp / amp0) / duration


runs = []
for T, m in ((1150, 0.0), (1150, eta), (1050, eta)):
    amp, rate = simulate(T, m)
    predicted = rate_formula(k1, T, m)
    assert abs(rate / predicted - 1) < 2e-3
    runs.append((T, m, amp, rate, predicted))
assert runs[0][3] > 0 and runs[1][3] < 0 and runs[2][3] > 0

g1050 = f_second(1050) + added
lambda_c = 2 * np.pi * np.sqrt(2 * kappa / -g1050)
lambda_fast = np.sqrt(2) * lambda_c
best = minimize_scalar(
    lambda q: -rate_formula(q * 1e9, 1050, eta) * 1e4,
    bounds=(0.05, 2.0), method='bounded', options={'xatol': 1e-8})
assert abs(2 * np.pi / (best.x * 1e9) / lambda_fast - 1) < 1e-4

print(f"Young modulus E = {E/1e9:.1f} GPa; Poisson ratio = {nu:.2f}")
print(f"Misfit coefficient eta = {eta:.3f} (dimensionless)")
print(f"Regular-solution energy Omega = {Omega/1e3:.1f} kJ/mol")
print(f"Molar volume = {Vm*1e6:.1f} cm^3/mol")
print(f"Gradient coefficient kappa = {kappa:.2e} J/m")
print(f"Reference diffusivity in mobility = {D_ref:.2e} m^2/s")
print(f"Y = E/(1-nu) = {Y/1e9:.3f} GPa")
print(f"Lame lambda = {lam/1e9:.3f} GPa; mu = {mu/1e9:.3f} GPa")
print(f"Added curvature, formula = {added/1e6:.3f} MJ/m^3")
print(f"Added curvature, random 3D field = {curv3/1e6:.3f} MJ/m^3")
print(f"Added curvature, layered wave = {curv_layer/1e6:.3f} MJ/m^3")
print(f"Added curvature per mole = {added*Vm/1e3:.4f} kJ/mol")
print(f"Isotropic energy ratio [111]/[100] = {iso_ratio:.6f}")
print(f"Cubic, Zener ratio 2: [111]/[100] = {cub_ratio:.4f}")
print("Variable modulus factor 1+0.8 dc; strain eta dc+0.01 dc^2:")
print(f"  curvature/formula, amplitude 0.01 = {ratio_small:.6f}")
print(f"  curvature/formula, amplitude 0.30 = {ratio_large:.6f}")
for c0 in (0.5, 0.3):
    tc, te = T_limit(c0, 0), T_limit(c0, eta)
    print(f"c={c0:.1f}: chemical spinodal = {tc:.2f} K")
    print(f"c={c0:.1f}: coherent spinodal = {te:.2f} K")
    print(f"c={c0:.1f}: lowering = {tc-te:.2f} K")
for name, m in (("chemical", 0.0), ("coherent", eta)):
    cl = c_limit(1050, m)
    print(f"1050 K {name} spinodal: c = {cl:.4f} and {1-cl:.4f}")
print(f"Formal full-suppression eta = {eta_stop:.4f}")
for T in (1150, 1050):
    print(f"{T} K, c=0.5: f'' = {f_second(T)/1e6:.3f} MJ/m^3")
    print(f"{T} K, c=0.5: f''+added = "
          f"{(f_second(T)+added)/1e6:.3f} MJ/m^3")
    print(f"{T} K mobility = {mobility(T):.4e} m^5/(J s)")
print(f"Test wavelength = {length*1e9:.1f} nm; k = {k1:.4e} 1/m")
print(f"Gradient curvature 2 kappa k^2 = {2*kappa*k1**2/1e6:.3f} MJ/m^3")
print(f"Run time = {duration:.0f} s; initial amplitude = {amp0:.6f}")
for T, m, amp, rate, predicted in runs:
    print(f"{T} K, eta={m:.2f}: final amplitude = {amp:.6f}")
    print(f"  simulated rate = {rate:.4e} 1/s")
    print(f"  formula rate = {predicted:.4e} 1/s")
print(f"1050 K coherent critical wavelength = {lambda_c*1e9:.3f} nm")
print(f"1050 K coherent fastest wavelength = {lambda_fast*1e9:.3f} nm")
print("OK")
```

Running it gives:

```
Young modulus E = 120.0 GPa; Poisson ratio = 0.30
Misfit coefficient eta = 0.030 (dimensionless)
Regular-solution energy Omega = 20.0 kJ/mol
Molar volume = 10.0 cm^3/mol
Gradient coefficient kappa = 1.00e-10 J/m
Reference diffusivity in mobility = 1.00e-20 m^2/s
Y = E/(1-nu) = 171.429 GPa
Lame lambda = 69.231 GPa; mu = 46.154 GPa
Added curvature, formula = 308.571 MJ/m^3
Added curvature, random 3D field = 308.571 MJ/m^3
Added curvature, layered wave = 308.571 MJ/m^3
Added curvature per mole = 3.0857 kJ/mol
Isotropic energy ratio [111]/[100] = 1.000000
Cubic, Zener ratio 2: [111]/[100] = 1.4483
Variable modulus factor 1+0.8 dc; strain eta dc+0.01 dc^2:
  curvature/formula, amplitude 0.01 = 0.999984
  curvature/formula, amplitude 0.30 = 0.985700
c=0.5: chemical spinodal = 1202.72 K
c=0.5: coherent spinodal = 1109.94 K
c=0.5: lowering = 92.78 K
c=0.3: chemical spinodal = 1010.29 K
c=0.3: coherent spinodal = 932.35 K
c=0.3: lowering = 77.94 K
1050 K chemical spinodal: c = 0.3218 and 0.6782
1050 K coherent spinodal: c = 0.3838 and 0.6162
Formal full-suppression eta = 0.1080
1150 K, c=0.5: f'' = -175.347 MJ/m^3
1150 K, c=0.5: f''+added = 133.224 MJ/m^3
1150 K mobility = 2.6146e-30 m^5/(J s)
1050 K, c=0.5: f'' = -507.926 MJ/m^3
1050 K, c=0.5: f''+added = -199.354 MJ/m^3
1050 K mobility = 2.8636e-30 m^5/(J s)
Test wavelength = 10.0 nm; k = 6.2832e+08 1/m
Gradient curvature 2 kappa k^2 = 78.957 MJ/m^3
Run time = 5000 s; initial amplitude = 0.001000
1150 K, eta=0.00: final amplitude = 0.001645
  simulated rate = 9.9489e-05 1/s
  formula rate = 9.9495e-05 1/s
1150 K, eta=0.03: final amplitude = 0.000335
  simulated rate = -2.1902e-04 1/s
  formula rate = -2.1902e-04 1/s
1050 K, eta=0.03: final amplitude = 0.001975
  simulated rate = 1.3610e-04 1/s
  formula rate = 1.3611e-04 1/s
1050 K coherent critical wavelength = 6.293 nm
1050 K coherent fastest wavelength = 8.900 nm
OK
```
